Curvature of a Pressure–Temperature Coexistence Line between Two Hafnia Polymorphs

## First half: from rigid crystals to the general curvature

### 1. Two rigid crystals

Take one mole of HfO₂ formula units that can crystallize in either of two forms, m and t. Suppose first that both crystals are rigid: the molar volumes V_m and V_t are constants, unchanged by heating or squeezing. At which pressures and temperatures can the two forms coexist, and is the line of such points straight?

The composition is fixed and the pressure p is hydrostatic. Surfaces, electric fields and shear stresses are left out. The molar Gibbs energy G of either phase then obeys

dG = −S dT + V dp,  (1)

where S is the molar entropy and T the temperature. At fixed T the slope of G in p is V. Since V is constant here, integration from zero pressure gives

G = g(T) + pV,  (2)

with one function g for each phase.

At fixed p and T the system lowers its total Gibbs energy by converting the phase of higher G into the phase of lower G. Neither conversion is favoured when the two values agree. Write ΔX = X_t − X_m for any molar quantity X. The coexistence line p(T) is then defined by

Δg(T) + p(T)ΔV = 0.  (3)

A prime denotes the total derivative d/dT, taken along the line when it acts on p. One differentiation of (3) gives

Δg′ + p′ΔV = 0.

From (1), S = −(∂G/∂T)_p, which is −g′ for the rigid crystal. Hence Δg′ = −ΔS, and if ΔV ≠ 0

p′ = ΔS/ΔV.  (4)

This is the Clapeyron slope. A second differentiation gives

Δg″ + p″ΔV = 0.

The heat capacity at constant pressure is Cp = T(∂S/∂T)_p = −Tg″. So Δg″ = −ΔCp/T, and

p″ = ΔCp/(TΔV).  (5)

The meaning is direct. With rigid volumes the denominator of the slope never changes, so the line bends because the entropy difference changes with temperature, at the rate ΔCp/T.

Two limits test (5). If ΔCp = 0, the entropy difference is constant and the line is straight. If ΔCp is a constant c, equation (3) can be solved outright. Then ΔS = σ + c ln(T/T₀), where σ is the value at T₀, and integrating (4) gives

p − p₀ = {σ(T − T₀) + c[T ln(T/T₀) − T + T₀]}/ΔV.

Put T = T₀ + δ and use ln(1 + δ/T₀) = δ/T₀ − δ²/(2T₀²) + …. The square bracket becomes

(T₀ + δ)[δ/T₀ − δ²/(2T₀²)] − δ = δ²/T₀ − δ²/(2T₀) + O(δ³) = δ²/(2T₀) + O(δ³).

The quadratic term of p is therefore cδ²/(2T₀ΔV). A Taylor series writes it as p″δ²/2, so p″ = c/(T₀ΔV), in agreement with (5).

### 2. Let the crystals expand

Now let each volume depend on temperature but still not on pressure. Equation (2) becomes G = g(T) + pV(T), and coexistence requires

Δg + pΔV = 0.

Differentiate twice along the line. The product pΔV gives three terms:

Δg″ + p″ΔV + 2p′ΔV′ + pΔV″ = 0.  (6)

The entropy of each phase is now S = −g′ − pV′, with p held fixed in the partial derivative. One more derivative at fixed p gives

Cp/T = (∂S/∂T)_p = −g″ − pV″.

The first and last terms of (6) therefore add up to −ΔCp/T. Define the volume expansivity of each phase by

α = (1/V)(∂V/∂T)_p,

so that V′ = Vα in this stage. Equation (6) becomes

p″ΔV = ΔCp/T − 2p′Δ(Vα).  (7)

The factor 2 is the one in the second derivative of a product.

A case that can be solved explicitly checks both the factor and the sign. Let τ = T − T₀, ΔV = v + aτ and Δg = −στ, with a, v and σ constant. If each g and each V is linear in T, both Cp vanish in this artificial case, so ΔCp = 0. The line is

p = στ/(v + aτ) = (σ/v)τ − (σa/v²)τ² + ….

Hence at T₀ the slope is s = σ/v, and p″ = −2σa/v² = −2sa/v. Since Δ(Vα) = a and ΔV = v at T₀, this is what (7) gives.

Expansion without compressibility cannot describe a stable crystal if α ≠ 0; the reason appears in the second half. This stage isolates one algebraic term and is not a model of a material.

### 3. Let them compress

Next remove the expansion and allow compression. Define the isothermal compressibility

κ = −(1/V)(∂V/∂p)_T.

Choose a case in which both phases have the same constant κ but different volumes v_m and v_t at zero pressure:

V = v e^(−κp).

Integrating V from zero pressure at fixed T gives G = g(T) + v(1 − e^(−κp))/κ. With Δv = v_t − v_m, coexistence requires

Δg + Δv(1 − e^(−κp))/κ = 0.

The first derivative along the line is

Δg′ + Δv e^(−κp)p′ = 0.

The second is

Δg″ + Δv e^(−κp)[p″ − κ(p′)²] = 0.

Because V does not depend on T, S = −g′ and Δg″ = −ΔCp/T. Also Δv e^(−κp) = ΔV. Therefore

p″ = ΔCp/(TΔV) + κ(p′)².  (8)

The two compressibilities are equal, yet compression bends the line. What matters is not Δκ, which is zero, but the difference in the volume lost per unit pressure, Vκ. The phase of larger volume loses more volume for the same fractional compression, so |ΔV| shrinks as the pressure rises.

Again a solvable case serves as a check. Take Δg = −στ, ΔCp = 0 and p = 0 at τ = 0. Put s = σ/Δv. Then 1 − e^(−κp) = κsτ, and

p = −ln(1 − κsτ)/κ = sτ + κs²τ²/2 + ….

The second derivative at τ = 0 is κs², as (8) requires.

### 4. Both responses at once

For the general case, let G of each phase be twice continuously differentiable in p and T near the line. Each phase must keep a well-defined free energy slightly beyond the line, where it is metastable. With ΔV ≠ 0 the condition ΔG(p,T) = 0 then determines a twice differentiable function p(T), by the implicit-function theorem.

Differentiate ΔG(p(T),T) = 0 once and use (1):

−ΔS + p′ΔV = 0.  (9)

The slope (4) thus survives without rigidity. To differentiate (9) we need the changes of S and V along the line. Four partial derivatives enter for each phase. Three follow from the definitions:

(∂S/∂T)_p = Cp/T, (∂V/∂T)_p = Vα, (∂V/∂p)_T = −Vκ.

The fourth comes from the equality of the mixed second derivatives of G. Since V = (∂G/∂p)_T and S = −(∂G/∂T)_p,

(∂S/∂p)_T = −∂²G/∂p∂T = −(∂V/∂T)_p = −Vα.

Moving along the line changes T at unit rate and p at rate p′. The chain rule gives

(ΔS)′ = ΔCp/T − p′Δ(Vα),  (10)

(ΔV)′ = Δ(Vα) − p′Δ(Vκ).  (11)

Now differentiate p′ΔV = ΔS:

p″ΔV + p′(ΔV)′ = (ΔS)′.

Insert (10) and (11), and move the second term to the right:

p″ΔV = ΔCp/T − p′Δ(Vα) − p′Δ(Vα) + (p′)²Δ(Vκ).

The result is

p″ = [ΔCp/T − 2p′Δ(Vα) + (p′)²Δ(Vκ)]/ΔV.  (12)

One of the two expansion terms comes from the entropy, which depends on pressure when the crystal expands. The other comes from the volume, which depends on temperature. The Maxwell relation makes them equal. The compression term enters the numerator with a plus sign because compression lowers V, and p′(ΔV)′ has been moved across the equation.

The simpler stages are recovered at once. With α = κ = 0, (12) becomes (5). With κ = 0 it becomes (7). With α = 0 and equal compressibilities, Δ(Vκ) = κΔV, and it becomes (8). Exchanging the labels m and t reverses the sign of every Δ and leaves both p′ and p″ unchanged, as it must.

### 5. Which differences enter

Suppose α and κ are given for each phase. Equation (12) asks for the differences of Vα and Vκ. To see how these relate to Δα and Δκ, let a bar denote the arithmetic mean of the two phases, so that V_t = V̄ + ΔV/2 and V_m = V̄ − ΔV/2, with the same notation for α. Then

V_tα_t − V_mα_m = (V̄ + ΔV/2)(ᾱ + Δα/2) − (V̄ − ΔV/2)(ᾱ − Δα/2).

The terms V̄ᾱ and ΔVΔα/4 cancel, while the cross terms double:

Δ(Vα) = V̄Δα + ᾱΔV.  (13)

In the same way Δ(Vκ) = V̄Δκ + κ̄ΔV. If one uses V̄Δα and V̄Δκ alone, the curvature lacks

−2p′ᾱ + (p′)²κ̄.  (14)

The factor ΔV has cancelled against the denominator, so a small volume change does not by itself make this omission small in absolute size. For a falling line (p′ < 0) with positive ᾱ and κ̄, both missing terms are positive. For a rising line they have opposite signs, and they cancel at p′ = 2ᾱ/κ̄.

### 6. A geometric reading

Equation (12) can also be obtained from the shape of the surface ΔG(p,T). Stand at a point of the line and move along the straight tangent, whose slope s is fixed at the local value of p′. Let

D = ∂/∂T + s ∂/∂p.

Then DΔG = −ΔS + sΔV = 0 at that point. The second derivative is

D²ΔG = −ΔCp/T + 2sΔ(Vα) − s²Δ(Vκ),  (15)

because ∂²G/∂T² = −Cp/T, ∂²G/∂p∂T = Vα and ∂²G/∂p² = −Vκ. Comparison with (12) gives

p″ΔV = −D²ΔG.  (16)

On the tangent, at a temperature offset δ, the Gibbs difference is D²ΔG δ²/2 to second order. The true line must make this difference vanish. It does so by departing from the tangent by a pressure p″δ²/2, which changes ΔG by ΔV p″δ²/2. The two contributions cancel, and that is (16). If D²ΔG is negative, t has the lower Gibbs energy along the tangent on both sides of the point of contact and close to it, and p″ has the sign of ΔV.

## Second half: stability, special points and a hafnia example

The symbols carried over are these. For each phase V, S and Cp are the molar volume, entropy and heat capacity at constant pressure; α is the volume expansivity and κ the isothermal compressibility. Δ means t minus m, and a prime means d/dT along the coexistence line p(T). The results carried over are

p′ = ΔS/ΔV,

p″ = [ΔCp/T − 2p′Δ(Vα) + (p′)²Δ(Vκ)]/ΔV,  (17)

with ΔV ≠ 0, hydrostatic pressure and smooth Gibbs energies.

### 7. Completing the square

The numerator of (17) is ΔQ, the difference of a quantity defined for each phase:

Q = Cp/T − 2p′Vα + (p′)²Vκ.

Its sign becomes visible when Cp is replaced by the heat capacity at constant volume, Cv. Regard S as a function of T and V. Heating at constant pressure changes both, so

(∂S/∂T)_p = (∂S/∂T)_V + (∂S/∂V)_T(∂V/∂T)_p.

The Helmholtz energy F obeys dF = −S dT − p dV, and its mixed derivatives give (∂S/∂V)_T = (∂p/∂T)_V. At constant volume, Vα dT − Vκ dp = 0, hence (∂p/∂T)_V = α/κ. Therefore

Cp/T = Cv/T + Vα²/κ.  (18)

Insert this into Q:

Q = Cv/T + Vκ[α²/κ² − 2p′α/κ + (p′)²]
 = Cv/T + Vκ(p′ − α/κ)².  (19)

A stable phase has Cv > 0 and κ > 0, so each Q is positive. Their difference can have either sign, and stability alone does not fix the direction in which the line bends.

Equation (18) also settles the caveat about the expanding but incompressible crystal. At fixed α ≠ 0 and finite Cp, letting κ → 0 drives Cv to −∞, which violates stability.

The ratio α/κ is the rate at which pressure builds up when a crystal is heated at fixed volume. If the line had this slope for one phase, that phase would keep its volume to first order along the line, and its Q would reduce to Cv/T.

### 8. Points where one difference vanishes

If ΔV = 0 the line p(T) may be vertical, and T(p) is the better description. Let u = dT/dp. Coexistence gives ΔV − uΔS = 0. Along the line, per unit pressure,

d(ΔV)/dp = −Δ(Vκ) + uΔ(Vα),

d(ΔS)/dp = −Δ(Vα) + uΔCp/T.

Differentiate uΔS = ΔV and collect terms:

d²T/dp² = −[u²ΔCp/T − 2uΔ(Vα) + Δ(Vκ)]/ΔS.  (20)

This needs ΔS ≠ 0 but not ΔV ≠ 0. At equal volumes u = 0, and the curvature is −Δ(Vκ)/ΔS. If t has the larger entropy and the smaller Vκ, the transition temperature has a minimum there.

At a point with ΔS = 0 and ΔV ≠ 0, the slope p′ vanishes and (17) reduces to ΔCp/(TΔV), the rigid-crystal result. A related limit is T → 0. If both crystals are perfectly ordered, their entropies vanish and the line becomes flat, provided ΔV does not tend to zero.

If ΔS and ΔV vanish together, neither form determines the curvature. When they vanish all along a line, as at a continuous transition with finite jumps in the responses, setting (ΔS)′ = 0 and (ΔV)′ = 0 gives ΔCp/T = p′Δ(Vα) and Δ(Vα) = p′Δ(Vκ). The numerator of (17) is then zero as well.

### 9. A model of monoclinic and tetragonal hafnia

Let m be the monoclinic and t the tetragonal polymorph. Each gets a static energy that depends on volume and nine vibrational modes per formula unit, three for each atom. The static part has the Murnaghan form

E(V) = E₀ + (K₀V/K′)[(V₀/V)^K′/(K′ − 1) + 1] − K₀V₀/(K′ − 1).

Here V₀ and K₀ are the static volume and bulk modulus, and K′ is the pressure derivative of the modulus, not a temperature derivative. All nine modes have one Einstein temperature

θ(V) = θ₀(V/V₀)^(−γ),

where γ is the Grüneisen parameter. Their free energy and energy are

F_vib = 9R[θ/2 + T ln(1 − e^(−θ/T))],

U_vib = 9Rθ[1/2 + 1/(e^(θ/T) − 1)],

with R the gas constant. Since ∂F_vib/∂θ = U_vib/θ and dθ/dV = −γθ/V, the vibrational pressure is −∂F_vib/∂V = γU_vib/V. Its temperature derivative at fixed volume gives

α/κ = γCv/V.  (21)

The inputs are rough typical values:

m: V₀ = 20.8 cm³/mol, K₀ = 190 GPa, K′ = 4, θ₀ = 500 K, γ = 1.0.
t: V₀ = 20.0 cm³/mol, K₀ = 210 GPa, K′ = 4, θ₀ = 490 K, γ = 1.4.

The static energy offset E₀(t) − E₀(m) is set to 5.56 kJ/mol, which makes the phases coexist at T₀ = 2000 K and p = 0. The transition temperature is thus imposed; the slope and curvature follow.

### 10. Slope and curvature at 2000 K

At T₀ the model gives

ΔV = 21.083 − 21.639 = −0.556 cm³/mol,
ΔS = 185.762 − 181.706 = 4.06 J/(mol K).

The tetragonal phase is denser and has more entropy, so pressure and heating both favour it. With 1 cm³ = 10⁻⁶ m³,

p′ = 4.057/(−0.5564 × 10⁻⁶) Pa/K = −7.29 MPa/K.

Equivalently, dT/dp = −137 K/GPa.

The response differences are ΔCp = 2.74 J/(mol K), Δ(Vα) = 1.389 × 10⁻⁴ cm³/(mol K) and Δ(Vκ) = −0.01087 cm³/(mol GPa). The three terms of (17) are

heat capacity: (2.737/2000)/(−0.5564 × 10⁻⁶) Pa/K² = −2.46 kPa/K²,

expansion: −2(−7.291 × 10⁶)(1.389 × 10⁻¹⁰)/(−0.5564 × 10⁻⁶) Pa/K² = −3.64 kPa/K²,

compression: (7.291 × 10⁶)²(−1.087 × 10⁻¹⁷)/(−0.5564 × 10⁻⁶) Pa/K² = +1.04 kPa/K².

Their sum is

p″ = −5.06 kPa/K².

For the inverse line, (20) gives d²T/dp² = −13.1 K/GPa².

Equation (17) was tested by solving ΔG = 0 for the pressure at 1995, 2000 and 2005 K and taking the second difference. This also gives −5.06 kPa/K². The same comparison gives −4.28 kPa/K² by both routes at 1700 K, and −2.87 kPa/K² by both routes at 400 K.

Using V̄Δα and V̄Δκ instead gives −5.71 kPa/K², about 13% too large in magnitude relative to (17). The missing terms (14) amount to +0.65 kPa/K².

The squared form divides the same curvature differently. At 2000 K, Q is 51.96 mJ/(mol K²) for m and 54.78 for t. The difference of 2.82, divided by ΔV, returns −5.06 kPa/K². But ΔCv is only 0.037 J/(mol K) and contributes about −0.03 kPa/K². Nearly all of ΔCp comes from the expansion term in (18). The heat-capacity term in (17) is therefore no sign of different vibrational heat capacities at fixed volume.

What remains is the second term of (19). From (21), α/κ is 3.44 MPa/K for m and 4.95 MPa/K for t, chiefly because γ is larger for t. The slope is negative, so (p′ − α/κ)² is larger for t. This outweighs the smaller Vκ of that phase and makes ΔQ positive. With ΔV negative, the line bends downward.

The equal-volume limit was tested on an altered second phase. Its V₀ was increased until both volumes agreed at 2000 K and p = 0, and its energy was reset to restore coexistence there. The solved T(p) has zero slope within the numerical tolerance and a curvature of 2.12 K/GPa². The formula −Δ(Vκ)/ΔS gives the same value.

### 11. How far the quadratic reaches

Near T₀, with δ = T − T₀,

p = p′δ + p″δ²/2 + O(δ³),

if G has continuous third derivatives. For δ = −40 K and −20 K, halving the step reduced the error of the linear form by a factor of 3.99, and that of the quadratic form by 7.98. The expected factors for small steps are 4 and 8.

At 1700 K, δ = −300 K. The linear term gives 2.19 GPa and the quadratic correction is −0.23 GPa, for a total of 1.96 GPa. The solved line lies at 1.97 GPa. Relative to that value, the linear estimate is 11% high and the quadratic one 0.6% low.

At 400 K, not far above device temperatures, δ = −1600 K. The linear estimate is 11.7 GPa, the quadratic estimate 5.2 GPa and the solved value 6.7 GPa. The quadratic form is still 23% low, because it keeps the curvature at its 2000 K value, −5.06 kPa/K², while the model's curvature is smaller in magnitude over the rest of this range: −4.28 kPa/K² at 1700 K and −2.87 kPa/K² at 400 K. A local expansion at 2000 K should not be used here.

There is also a physical limit. In bulk hafnia an orthorhombic phase becomes stable above roughly 4 GPa. The model line reaches that pressure at about 1300 K. If the rough 4 GPa threshold holds at all temperatures up to about 1300 K, the continuation of the line below 1300 K compares two phases that are both metastable.

### 12. The real material and the memory film

The imposed 2000 K is near the rough temperature at which bulk monoclinic hafnia becomes tetragonal, and the model's volume loss of 2.6% has a typical size. The difference in γ and the elastic parameters are less secure choices, and the curvature depends strongly on them. If γ of t is lowered from 1.4 to 1.2 and the energy offset is reset to keep coexistence at 2000 K and p = 0, p″ there falls in magnitude to −0.99 kPa/K². With γ = 1.0 for both phases it is +0.30 kPa/K². These changes also alter the slope, to −3.56 and −1.50 MPa/K. The moduli matter as much. With the original γ values and the offset reset each time, K₀ = 150 GPa for m gives −0.12 kPa/K², K₀ = 190 or 240 GPa for t gives −15.6 or −1.25 kPa/K², and K′ = 5 for t gives −7.7 kPa/K². Intrinsic anharmonicity and defects are missing. If they added 2 J/(mol K) to ΔCp, with the other inputs of (17) held fixed, p″ would change by −1.8 kPa/K², or 36% of its magnitude. The model therefore illustrates how the terms of (17) combine; it does not establish the size or even the sign of the curvature in real hafnia. A memory film breaks the bulk assumption much more strongly. If the surface energy of t is 0.5 J/m² lower, a spherical grain 10 nm across gains 6 × 0.5/10⁻⁸ J/m³ = 0.3 GPa as an energy density. An added molar energy g of phase t shifts the line at fixed T by −g/ΔV to first order. At 1700 K this multiplies the energy density by V_m/|ΔV| ≈ 37 and gives −11 GPa. For so large a shift the first-order estimate is only rough, but its size shows that the bulk line cannot be applied to such a grain.

The same estimate puts the surface shift equal in size to the curvature correction at 1700 K, 0.23 GPa, for a grain of about 0.5 μm. The other effects, also as pressure shifts at 1700 K and with rough inputs, are smaller than the surface shift of the 10 nm grain:

- A field of 2 MV/cm and a relative permittivity larger by 15 in t give −0.10 GPa. This is a device field, used at 1700 K for scale.
- A shear stress of 0.1 GPa, fully aligned with a monoclinic shear angle of 9°, favours m and gives +0.59 GPa.
- A hysteresis of 30 K corresponds to 0.18 GPa along the line.

Two of these are comparable with the curvature correction or exceed it. A measurement meant to resolve the bending over 300 K would need coarse grains, nearly hydrostatic pressure and transformation data taken in both directions.

The ferroelectric phase of hafnia films is a different, polar orthorhombic polymorph. Equation (17) applies to a pair that includes it at zero field, if both phases persist as metastable states with smooth Gibbs energies. At a fixed nonzero field E, the same derivation holds with the field-dependent Gibbs energy G(p,T;E), and with S, V, Cp, α and κ all taken at that field. The parameters above do not describe that pair. Further digits of most values used here are in the numerical output.

Computed values

```
Inputs: V0 [cm3/mol], K0 [GPa], K', Einstein T [K], Grueneisen
 mono: 20.8, 190, 4, 500, 1.0
 tet: 20.0, 210, 4, 490, 1.4
Static energy offset tet-mono: 5.559 kJ/mol
At T0 = 2000 K, p = 0:
 mono: V = 21.6390 cm3/mol, S = 181.706, Cp = 77.500, Cv = 74.471 J/(mol K)
  alpha = 20.338 1e-6/K, kappa = 5.9095 1e-3/GPa
 tet: V = 21.0826 cm3/mol, S = 185.762, Cp = 80.237, Cv = 74.508 J/(mol K)
  alpha = 27.461 1e-6/K, kappa = 5.5501 1e-3/GPa
DV = -0.55641 cm3/mol; DS = 4.0567 J/(mol K)
Latent heat T0*DS = 8.113 kJ/mol
DCp = 2.7367, DCv = 0.03696 J/(mol K)
D(V alpha) = 138.850 1e-6 cm3/(mol K)
D(V kappa) = -10.8658 1e-3 cm3/(mol GPa)
Slope p' = -7.2909 MPa/K
Curvature parts [kPa/K2]: heat capacity, expansion, compression
 -2.4592, -3.6388, 1.0381
Curvature p'' from formula = -5.0600 kPa/K2
Shortcut with mean volume = -5.7130 kPa/K2
Terms omitted by shortcut = 0.6531 kPa/K2
dT/dp = -137.158 K/GPa; d2T/dp2 = -13.056 K/GPa2
Solved line: T [K], p [GPa], p' [MPa/K], p'' solved, formula [kPa/K2]
 2000, 0.0000, -7.2909, -5.0600, -5.0600
 1700, 1.9717, -5.8926, -4.2846, -4.2846
 400, 6.6988, -1.7429, -2.8749, -2.8748
Q at T0: mono 51.9649, tet 54.7803 mJ/(mol K2)
Equal-volume case d2T/dp2: solved 2.1248, formula 2.1248 K/GPa2
Remainder ratios on halving step: 3.985, 7.979
Extrapolation from T0: T [K], linear, quadratic, solved p [GPa]
 1700, 2.1873, 1.9596, 1.9717
 400, 11.6654, 5.1886, 6.6988
Line reaches rough 4 GPa limit at T = 1302.2 K
Curvature correction at 1700 K: -0.2277 GPa
Neglected effects as pressure shifts at 1700 K (rough inputs):
 surface, 10 nm grain, 0.5 J/m2 lower in tet: -11.09 GPa
 grain size where surface shift = curvature correction: 487 nm
 field 2 MV/cm, permittivity difference 15: -0.0981 GPa
 shear stress 0.1 GPa, angle 9 deg: 0.585 GPa
 hysteresis 30 K: 0.177 GPa
Missing DCp of 2 J/(mol K) changes p'' at T0 by -1.797 kPa/K2
```
